# The Vacancy Tracer Correlation Factor of the Diamond Lattice, part 1

(Sections cited here and not found follow in the second part.)

## First half: from return probabilities to the correlation factor

### 1. Lattice and bond vectors

The diamond lattice consists of two interpenetrating face-centred cubic sublattices, A and B. Every A site has four B neighbours, and every B site has four A neighbours. All bonds have the same length $r$. The unit vectors from an A site to its neighbours are

$$
\begin{aligned}
\mathbf e_1&=\tfrac{1}{\sqrt3}(1,1,1), & \mathbf e_2&=\tfrac{1}{\sqrt3}(1,-1,-1),\\
\mathbf e_3&=\tfrac{1}{\sqrt3}(-1,1,-1), & \mathbf e_4&=\tfrac{1}{\sqrt3}(-1,-1,1).
\end{aligned}
$$

From a B site the neighbours lie along $-\mathbf e_1,\dots,-\mathbf e_4$. Two properties follow by adding and multiplying components:

$$
\sum_{i=1}^4\mathbf e_i=0,\qquad
\mathbf e_i\cdot\mathbf e_j=-\tfrac13\quad(i\ne j).
$$

For example, $\mathbf e_1\cdot\mathbf e_2=(1-1-1)/3=-1/3$. The four bonds at a site therefore cancel as vectors, although no bond has an opposite partner at the same site. A tracer that has just jumped can reverse its jump, but it cannot continue straight ahead.

### 2. Motion of the vacancy

A vacancy moves by exchanging places with a neighbouring atom. The atom moves one way and the vacancy moves the opposite way. The model makes four assumptions.

- The crystal is infinite and perfect, and no field or stress gradient biases the hops.
- The vacancy exchanges with each of its four neighbours at the same rate $w$. Each neighbour is thus chosen with probability $1/4$ at every vacancy step, whatever the earlier steps were.
- The tracer is a labelled atom of the host. It exchanges with the vacancy at the same rate $w$ as any other atom, so a mass difference between isotopes is neglected.
- Vacancies are very dilute. When a vacancy has left the tracer for good, the next one to reach the tracer has no memory of the first. All statements about the correlation factor refer to the limit in which the vacancy site fraction tends to zero.

The vacancy itself performs an uncorrelated random walk. The tracer does not, because it can move only when a vacancy is next to it, and just after a tracer jump the vacancy is on the site the tracer has left. The tracer therefore has a tendency to jump back. The correlation factor measures how much of its motion is lost in this way.

### 3. Definition of the correlation factor

Let the $k$-th tracer jump be $r\,\mathbf d_k$, where $\mathbf d_k$ is a unit vector. After $n$ jumps the displacement is $\mathbf R_n=r\sum_{k=1}^n\mathbf d_k$. Squaring the sum and separating equal from unequal indices gives

$$
\langle R_n^2\rangle
=r^2\left[n+2\sum_{1\le j<k\le n}\langle\mathbf d_j\cdot\mathbf d_k\rangle\right].
$$

The first term is $n$ because $\mathbf d_k\cdot\mathbf d_k=1$. The factor 2 appears because each unequal pair occurs twice in the square. The correlation factor compares this displacement with that of an uncorrelated walk having the same number of jumps:

$$
f_n=\frac{\langle R_n^2\rangle}{n r^2},\qquad
f=\lim_{n\to\infty}f_n .
$$

If the jumps were uncorrelated, every cross term would vanish and $f$ would be 1. Negative cross terms reduce it.

Note that $f$ is defined per tracer jump. The scarcity of vacancies lowers the number of jumps per unit time, but that effect is contained in the jump rate and not in $f$.

### 4. Return probabilities

Consider the moment just after a tracer jump $\mathbf d$. Measured from the tracer, the vacancy is at $-\mathbf d$, in units of $r$. It now wanders until it either exchanges with the tracer again or leaves for good. Define

- $p_s$, the probability that the next exchange takes place with the vacancy on the same neighbour site, $-\mathbf d$;
- $p_o$, the probability that it takes place with the vacancy on one particular site among the other three neighbour sites.

The vacancy may make any number of steps in between, and it may leave the neighbour sites and come back to them. What counts is the site from which it finally steps onto the tracer's position.

The same $p_o$ applies to each of the three other sites. The lattice and the hopping rule are unchanged by a rotation through $120^\circ$ about the bond that joins the tracer to the vacancy. This rotation leaves the starting position in place and permutes the other three neighbours, so the three probabilities must be equal.

The total probability of another exchange with the same vacancy is

$$
R=p_s+3p_o .
$$

In three dimensions $R$ is less than 1. The second half proves this for the diamond lattice by showing that a free vacancy makes a finite mean number of visits to its starting site.

### 5. Mean direction of the next tracer jump

Let $\mathbf n_1,\dots,\mathbf n_4$ be the directions from the tracer to its neighbours after the jump, numbered so that $\mathbf n_1=-\mathbf d$. If the vacancy steps onto the tracer's position from neighbour $i$, the tracer moves to that neighbour, and its jump direction is $+\mathbf n_i$. The same vacancy therefore contributes to the mean next jump the vector

$$
p_s\mathbf n_1+p_o(\mathbf n_2+\mathbf n_3+\mathbf n_4).
$$

The bonds at a site add to zero, so $\mathbf n_2+\mathbf n_3+\mathbf n_4=-\mathbf n_1=\mathbf d$. Hence

$$
p_s(-\mathbf d)+p_o\mathbf d=t\,\mathbf d,
\qquad t=p_o-p_s .
$$

The same result follows from the angles. The cosine between successive jumps is $-1$ for a reversal and $+1/3$ for each other neighbour, so the mean cosine is $-p_s+3p_o\cdot\frac13=p_o-p_s$.

The relation holds on both sublattices. If the tracer jumped from A to B along $\mathbf e_1$, its new neighbours lie along $-\mathbf e_i$, and those with $i\ne1$ have cosine $-\mathbf e_i\cdot\mathbf e_1=+1/3$ with the jump. If it jumped from B to A along $-\mathbf e_1$, its new neighbours lie along $+\mathbf e_i$, and the cosine is $\mathbf e_i\cdot(-\mathbf e_1)=+1/3$ again.

With probability $1-R$ the old vacancy does not return, and the next jump is made by a fresh one. Fresh vacancies come from a population that is distributed uniformly over the crystal. This distribution and the hopping rule both have the tetrahedral symmetry of the tracer's site, so the four jump directions are equally likely. Their mean is zero, and a fresh vacancy adds nothing to the vector $t\mathbf d$. The complete result is

$$
\langle\mathbf d_{k+1}\mid \mathbf d_k\rangle=t\,\mathbf d_k .
$$

The bar denotes an average at given $\mathbf d_k$. No division by $R$ is made: $t$ is an average over all next jumps, including those made by fresh vacancies.

### 6. Correlation between more distant jumps

Immediately after jump $k+1$, the vacancy responsible for it is at $-\mathbf d_{k+1}$ from the tracer. This is true whether that vacancy was old or fresh. Because the vacancy walk has no memory and other vacancies are remote, the further motion depends on the past through $\mathbf d_{k+1}$ alone, apart from the sublattice, which does not affect $t$. The averaging can therefore be repeated:

$$
\langle\mathbf d_{k+2}\mid\mathbf d_k\rangle
=t\,\langle\mathbf d_{k+1}\mid\mathbf d_k\rangle
=t^2\mathbf d_k .
$$

After $m$ repetitions the factor is $t^m$. Taking the scalar product with $\mathbf d_k$, which has unit length, gives

$$
\langle\mathbf d_k\cdot\mathbf d_{k+m}\rangle=t^m .
$$

The threefold symmetry is essential here. It makes the mean next jump parallel to the last one, so that a single number $t$ describes the memory. If the three other neighbours were not equivalent, the mean could point off the bond axis, and a matrix would be needed in place of $t$.

### 7. Summing the correlations

Among $n$ jumps there are $n-m$ pairs that lie $m$ jumps apart. Therefore

$$
f_n=1+\frac2n\sum_{m=1}^{n-1}(n-m)t^m .
$$

The sum can be written as a sum of geometric series, because the term $t^m$ occurs once for each $l$ from $m$ to $n-1$:

$$
\begin{aligned}
\sum_{m=1}^{n-1}(n-m)t^m
&=\sum_{l=1}^{n-1}\sum_{m=1}^{l}t^m
=\sum_{l=1}^{n-1}\frac{t(1-t^l)}{1-t}\\
&=\frac{t}{1-t}\left[n-1-\frac{t-t^n}{1-t}\right]
=\frac{t}{1-t}\left[n-\frac{1-t^n}{1-t}\right].
\end{aligned}
$$

The last step combines $1+(t-t^n)/(1-t)$ into $(1-t^n)/(1-t)$. Insertion into $f_n$, with $1+2t/(1-t)=(1+t)/(1-t)$, gives

$$
f_n=\frac{1+t}{1-t}-\frac{2t(1-t^n)}{n(1-t)^2}.
$$

Since $p_s$ and $p_o$ are non-negative, $|t|\le p_s+p_o\le R<1$. The second term then vanishes as $1/n$, and

$$
f=\frac{1+t}{1-t},\qquad t=p_o-p_s .
$$

For $n=1$ the formula for $f_n$ reduces to $(1+t)/(1-t)-2t/(1-t)=1$, as it must, since a single jump always has squared length $r^2$.

Two limits show what $t$ means. If the next jump had no preferred direction, $t$ would be 0 and $f$ would be 1. If every jump were reversed, $t$ would approach $-1$ and $f$ would approach 0: the tracer would jump often without getting anywhere. An impurity that exchanges with the vacancy much faster than the host atoms do approaches this second limit. With an impurity exchange rate $w'$, and the other three rates equal to $w$, the probability of immediate reversal is $w'/(w'+3w)$, which tends to 1 for $w'\gg w$. The value derived for self-diffusion must not be carried over to such an impurity.

### 8. The same result counted by encounters

An encounter is the set of all exchanges between one tracer and one vacancy. The first exchange defines the encounter, and each exchange is followed by another with probability $R$. The encounter has at least $k$ jumps with probability $R^{k-1}$, so its mean number of jumps is

$$
N=\sum_{k=1}^\infty R^{k-1}=\frac1{1-R}.
$$

For the squared displacement in one encounter, jump $j$ occurs with probability $R^{j-1}$. Given that it occurs, a jump $m$ places later by the same vacancy contributes a mean scalar product $t^m$, where encounters that have already ended count as zero. Hence

$$
\frac{\langle R^2\rangle_{\rm enc}}{r^2}
=\sum_{j=1}^\infty R^{j-1}\left[1+2\sum_{m=1}^\infty t^m\right]
=N\,\frac{1+t}{1-t}.
$$

Division by the mean number of jumps, $N$, gives the same $f$. Different encounters add no cross terms, because each begins with an isotropic jump and so has zero mean displacement.

This form allows $f$ to be measured with a single vacancy. Let the vacancy make many steps through a crystal of labelled atoms. Each step is one atom jump. The sum of the squared displacements of all atoms, divided by $r^2$ times the number of steps, then tends to $f$. A simulation of 200 walks of 5000 steps each gave $0.5008\pm0.0009$, where the uncertainty is one standard error. The cosines between jumps of the same atom were also summed and divided by the total number of steps, so that a jump with no such earlier partner counts as zero, as in the definition of $t$. The mean cosines one and two jumps apart, taken in this way, were $-0.3325\pm0.0006$ and $0.1107\pm0.0005$. These values were tested against $1/2$, $-1/3$ and $1/9$, and agree with them within two standard errors. The simulation makes no use of $p_s$, $p_o$ or the formula for $f$. The second half shows why $t$ is $-1/3$.

## Second half: the return probabilities and their consequences

### 9. Symbols and results carried over

The unit bond vectors from an A site are $\mathbf e_1,\dots,\mathbf e_4$, and the bond length is $r$. The vacancy steps to each neighbour with probability $1/4$. Just after an exchange with the tracer, it next exchanges from the same neighbour site with probability $p_s$, and from each of the three others with probability $p_o$. The total return probability is $R=p_s+3p_o$. The mean cosine between successive tracer jumps is $t=p_o-p_s$, and for $R<1$ and dilute vacancies

$$
f=\frac{1+t}{1-t}.
$$

The tracer is now held at an A site called 0. Its neighbours are called $e_1,\dots,e_4$, after the bond vectors, and the vacancy starts at $e_1$. The inversion that exchanges the sublattices makes the result valid for a tracer on a B site as well.

The correlation factor has been reduced to $f=(1+t)/(1-t)$ with $t=p_o-p_s$, provided that the total return probability $R$ is less than 1. It remains to prove that condition, to show why $t=-1/3$, and to find the separate return probabilities and their consequences for diffusion.
